Rényi's Constant Squared and the Jamming of Aligned Squares

Q: I am estimating how densely precursor molecules can pack on a surface during one cycle of atomic layer deposition. I treat each molecule as a square footprint, all squares having parallel sides. They land at random places and stick for good if they overlap nothing. On a line, rods adsorbed this way stop at Rényi's constant R. A square is a rod in x times a rod in y, so the final coverage must be R². Is there anything to add?

A: First let us fix what R describes. Rods of length 1 arrive at uniformly random places on a long line, are discarded if they overlap an adsorbed rod, and otherwise never move or leave. The line is jammed when every gap is shorter than 1, and R is the covered fraction at that point. How do you compute it?

Q: From the first rod. On a segment of length x + 1 its left end is uniform between 0 and x. It leaves pieces of lengths y and x − y, which then fill independently. If M is the mean final number of rods,

M(x+1) = 1 + (1/x) ∫₀ˣ [M(y) + M(x−y)] dy = 1 + (2/x) ∫₀ˣ M(y) dy.

The two terms are equal because y → x − y exchanges them. With M = 0 below length 1, this fixes M everywhere, and R is the slope of M at large x.

A: There is a second route, which also gives the time dependence. Let t be the number of attempts per unit length and G(ℓ,t) the number of gaps of length ℓ, per unit length of line and per unit ℓ. A gap with ℓ ≥ 1 offers a length ℓ − 1 to the left end of a new rod, so it is destroyed at rate ℓ − 1. It is created when a rod lands in a gap longer than ℓ + 1 and leaves ℓ on its left or on its right:

∂G/∂t = −(ℓ−1) G + 2 ∫_{ℓ+1}^∞ G(ℓ′,t) dℓ′.

Try G = A(t) exp[−(ℓ−1)t]. The time derivative of the exponential cancels the loss term. The integral gives A exp(−ℓt)/t, and dividing by exp[−(ℓ−1)t] leaves

A′/A = 2 e^(−t)/t.

The coverage grows at the rate F(t) at which attempts succeed:

F = ∫₁^∞ (ℓ−1) G dℓ = A/t².

Since A = t²F, we have A′/A = 2/t + F′/F, and therefore

F′/F = −2(1 − e^(−t))/t.

An empty line accepts every rod, so F(0) = 1. Integrating twice,

F(t) = exp[−2 ∫₀ᵗ (1 − e^(−u))/u du],  R = ∫₀^∞ F(t) dt.

Numerically this integral is 0.7475979. Your recursion, through M(13) − M(12), gives the same seven decimals.

Q: Then R² = 0.5589, and that is my jamming coverage.

A: That value is Palásti's conjecture for the squares. It is the mean coverage of a process, but not of yours. Suppose you first adsorb vertical strips of width 1 by the one-dimensional rule. They cover a fraction R of the plane. Then fill each strip with squares, again by the one-dimensional rule and independently of the other strips. A fraction R of each strip is covered, so the mean coverage is R × R.

Q: But is that arrangement jammed? A new square might fit partly in a strip and partly in the space beside it.

A: It cannot. The space between neighbouring strips is narrower than 1, so a new square must share some width with at least one strip. In that strip the vertical gaps are shorter than 1, while the new square has height 1, so it overlaps a square already there. In 3000 periodic boxes of side 20, the strip process gave a mean coverage of 0.5590 ± 0.0006, in agreement with R².

So R² belongs to a real family of jammed arrangements. What the argument lacks is a reason why squares arriving freely should have the same mean coverage. "Jammed" says that nothing more fits; it does not say how much is covered. A regular tiling is jammed at coverage 1. The coverage depends on the order and manner of arrival.

Q: In free adsorption the x and y coordinates of each arrival are also independent. Two squares overlap when their x intervals overlap and their y intervals overlap. Everything factorizes.

A: The overlap of one pair does factorize. Acceptance is another matter, because it requires that there be no overlap with any of several earlier squares, and those were themselves selected by acceptance. A small lattice shows the consequence without any simulation.

Take a 4 × 4 array of sites and squares that occupy 2 × 2 sites. Label a square by its lower left site (i,j), with i and j equal to 0, 1 or 2. There are nine positions, and two of them conflict when both labels differ by at most 1. At each step choose at random among the positions still free.

The matching line has four sites and rods that cover two. An end position comes first with probability 2/3 and leaves room for the other end, giving two rods. The middle position comes first with probability 1/3 and gives one. Hence

M = (2 + 1 + 2)/3 = 5/3,  M² = 25/9.

Q: And in the plane I expect 25/9 squares on average.

A: Sort the histories by the first square.

If it lands in the centre, (1,1), it blocks everything and the final number is 1.

If it lands at the middle of an edge, say (0,1), it blocks the columns i = 0 and i = 1. The column i = 2 is untouched and fills like a line of four sites, so the mean final number is 1 + 5/3 = 8/3.

If it lands in a corner, (0,0), five positions remain. Call them

a = (2,0), b = (2,1), c = (2,2), d = (1,2), e = (0,2).

The conflicts are ab, bc, cd, de and also bd. The next choice has five equally likely outcomes:

a: b is removed, and c, d, e fill like a line of four sites; 1 + 5/3 = 8/3 more squares.
e: the same by symmetry; 8/3 more.
c: b and d are removed, and a and e both follow; 3 more.
b: a, c and d are removed, and e follows; 2 more.
d: b, c and e are removed, and a follows; 2 more.

The corner mean is therefore

1 + (8/3 + 8/3 + 3 + 2 + 2)/5 = 1 + 37/15 = 52/15.

There are one centre, four edge positions and four corners among the nine, so

mean = [1 + 4(8/3) + 4(52/15)]/9 = 383/135 ≈ 2.837.

Your product is 25/9 = 375/135 ≈ 2.778. An enumeration of all histories in rational arithmetic also gives 383/135.

Q: Where exactly did my product go wrong?

A: The product rule assigns to each first square the number of rods its x position allows times the number its y position allows. That makes 1 × 1 = 1 for the centre, 2 × 1 = 2 for an edge and 2 × 2 = 4 for a corner.

For an edge start the rule is too low. It makes the far column hold a single square, as if that column had to repeat the row choice of the first square. In truth the far column chooses afresh and may hold two. The gain is 8/3 − 2 = 2/3.

For a corner start the rule is too high. It assumes that the other three corners will be filled, whereas a later square may land between two of them and spoil both. The loss is 4 − 52/15 = 8/15.

Added over the nine starts,

4(2/3) − 4(8/15) = 40/15 − 32/15 = 8/15,

and division by 9 gives the excess 8/135, which is 2.1% of the product value. Two larger errors of opposite sign largely cancel. The product is close here without being right.

Q: Four sites is tiny, and edges matter. Perhaps the discrepancy dies out on a large surface.

A: The small lattice cannot exclude that. On 5 × 5 sites the two numbers agree, both being 4.00000 to the digits computed. On 6 × 6 sites they differ again: 6.141 in the plane against 6.084 for the product. The lattice shows that independent coordinates do not imply a product. It does not settle the infinite continuous plane.

Q: Is there a calculation for the continuous plane?

A: There is one for early times. Measure lengths in square sides, and let τ be the number of attempts per footprint area. A new centre is blocked if an earlier centre lies in the 2 × 2 region B around it, whose area is V = 4. Let ρ₁ be the density of adsorbed centres and ρ₂ their pair density. Inclusion and exclusion give the acceptance probability

dθ/dτ = 1 − ∫_B ρ₁ + ½ ∫_B∫_B ρ₂ − …

The first integral counts blocking squares. The second corrects the double counting when two squares both block. Triples enter only at order τ³.

At lowest order dθ/dτ = 1 − Vτ, so ρ₁ = θ = τ − Vτ²/2, because each square has area 1. At order τ² the pair density is τ² if the two earlier squares do not overlap and zero if they do. Let T be the part of B × B in which they overlap. Then

dθ/dτ = 1 − V(τ − Vτ²/2) + ½τ²(V² − T)
= 1 − Vτ + (V² − T/2)τ².

In one dimension V = 2. T is the area of the part of the square −1 < x, y < 1 in which |x − y| < 1. Two corner triangles of area ½ are missing from an area of 4, so T = 3. The coefficient is 4 − 3/2 = 5/2, and expanding F(t) above gives the same number. In two dimensions the overlap conditions for x and y separate, so V = 2² = 4 and T = 3² = 9, and the coefficient is 16 − 9/2 = 23/2.

Q: So V and T do factorize.

A: Each of them does, but the coefficient is a difference of the two terms. The square of the one-dimensional coefficient is 25/4, not 23/2. A difference of products is not the product of the differences. Integrating once more,

θ = τ − 2τ² + (23/6)τ³ + …

At τ = 0.07 this gives 0.0615, and a simulation gives 0.0614. Without the cubic term the series would give 0.0602. This expansion holds at small τ and says nothing by itself about jamming, where every order matters.

Q: Then only a simulation can decide. I could throw squares until nothing has stuck for a long time.

A: That is risky, because the last places are small and are found slowly. Late in the process the free positions for a new centre are mostly isolated rectangles of small area, with sides w and h. Take first those with both sides less than 1. One arrival fills such a rectangle completely, since any two centres inside it would belong to overlapping squares. Attempts hit it at a rate equal to its area, so it survives with probability exp(−whτ).

Assume that the number of such rectangles per unit area, per unit w and per unit h, tends to a constant n₀ when w and h are small. With cut-offs w₀ and h₀ of order 1, the coverage still missing is

θ_J − θ(τ) ≈ n₀ ∫₀^{w₀} dw ∫₀^{h₀} dh exp(−whτ)
= (n₀/τ) ∫₀^{w₀} [1 − exp(−wh₀τ)]/w dw.

With u = wh₀τ, this becomes

(n₀/τ) ∫₀^{w₀h₀τ} (1 − e^(−u))/u du ≈ (n₀/τ)[ln(w₀h₀τ) + γ],

where γ is Euler's constant. The logarithm arises because rectangles of the same small area come in every shape from nearly square to long and thin, and each factor of ten in w contributes about equally. Thin rectangles longer than 1 also occur and can take a second square, but they change only the part of the deficit proportional to 1/τ, not the logarithm. On a line the free places have a single length, and the same reasoning gives a deficit proportional to 1/t without the logarithm.

Q: Do the numbers follow this?

A: In the simulation described below, τ times the deficit was 0.663 at τ = 10, 1.49 ± 0.02 at 100 and 2.55 ± 0.07 at 1000. A pure 1/τ law would make it level off, and it does not. The two increments, 0.83 and 1.06, are not equal, as a strict logarithm would require. My conjecture is that τ = 10 is too early for the asymptotic form.

The deficit at τ = 1000 is still 0.00255. A run stopped there would report about 0.5594, which is hard to tell from R² = 0.5589. An unfinished simulation can thus seem to confirm the conjecture.

Q: How do you finish one?

A: Keep a list of the free rectangles. The free region is the plane minus a 2 × 2 blocked zone around every centre, and subtracting such a zone from a rectangle leaves at most four rectangles. New attempts are drawn inside the listed rectangles in proportion to their area, and τ is advanced by the number of attempts that the whole surface would have needed. The run ends when the list is empty. Pieces thinner than 10⁻¹⁰ of a side are dropped as rounding debris.

One finished box was also examined separately. A bounded free region must have a lower left corner, formed by the right edge of one blocked zone and the top edge of another. All such corners were probed and all were blocked. After one square was removed, the same probe found free space, as it should.

Q: And the coverage?

A: Twelve periodic boxes of side 200 gave

θ_J = 0.5619 ± 0.0002,

where the uncertainty is the standard error from the scatter between boxes. This agrees with the value of about 0.5620 associated with this problem. The excess over R² is 0.0030, or 0.54% of R², and it amounts to 16 standard errors. A standard error estimated from twelve boxes is itself uncertain by roughly a fifth, which does not alter the verdict.

This is strong numerical evidence, not an analytic proof. The box size was not varied. I expect its effect to be negligible at 200 sides, because squares influence one another only through chains of neighbours, but that is an expectation.

Q: So I was wrong by half a per cent. Does that matter for my film?

A: Put numbers on it. Take conditions roughly like those for hafnium oxide grown from tetrakis(dimethylamino)hafnium: 523 K, a precursor pressure of 0.1 Torr, a pulse of 0.5 s, a footprint side a = 0.5 nm and 28 Hf atoms per nm³ of film. These are rough or round inputs. The jammed density is

θ_J/a² = 0.5619/0.25 = 2.248 per nm²,

against 2.236 per nm² from R². Dividing by 28 per nm³ gives a growth per cycle of 0.0803 nm (0.803 Å), against 0.0798 nm (0.798 Å).

Q: The difference is 0.0004 nm. Can growth data reveal it?

A: Not unless the footprint is known extremely well. The density varies as 1/a², so a change of 0.54% in density corresponds to 0.27% in a, or about 0.0014 nm. A side 5% longer lowers the density by 9.3%.

Q: And my pulse is finite. Does the surface reach jamming at all?

A: The flux onto the surface from an ideal gas is

J = P/√(2πmkT) = 8.15 × 10⁴ per nm² per s,

for a molar mass of 355 g/mol. If a molecule that meets a free place reacts with probability s = 0.01, a round assumption, the effective number of attempts per footprint is

τ = s J a² × (pulse time) = 0.01 × 8.15 × 10⁴ × 0.25 × 0.5 ≈ 102.

The simulated coverage at that dose is 0.547, which is 2.6% below jamming. The finite pulse alone shifts the result about five times as much as the error in the conjecture.

Q: Molecules are not squares either.

A: At a fixed dose of τ = 100, round footprints of the same area reached 0.525 in one box of side 80, against 0.547 for squares in the large simulation. That is about 4% lower. One box of this size scatters by two or three thousandths, so the reduction is real but its last digit is not reliable. It is a comparison at equal dose, not at jamming.

Q: What if the molecule also needs a hydroxyl group to react with?

A: Suppose such sites sit at random positions with density n, and each molecule is centred on its site. A site that is free when first tried becomes occupied. A site that is blocked when first tried stays blocked, because nothing leaves, so later attempts on it change nothing. Only the first attempt on each site counts, and these come in random order at random places. A long dose on fixed sites is therefore equivalent to free adsorption stopped at

τ = n a².

With n = 4 per nm², a rough value for a hydroxylated oxide, τ = 4 × 0.25 = 1. The coverage is then 0.330, or 41% below jamming. Striking fixed random sites repeatedly in a separate simulation gave 0.332. When n a² is large, this limit returns to θ_J; when it is small, nearly every site is used and θ ≈ n a².

Q: Then how close is the model to the real process?

A: Growth per cycle in this process is roughly 0.1 nm, so 0.08 nm is of the right size. That is weak support, because a was chosen as a round number. It stands for an effective footprint after some ligands have been lost; the intact molecule is larger, and a side of 0.7 nm would halve the density. For a given footprint side and the reaction probability and site density assumed here, the supply of sites moves the result more than the finite pulse or the round shape does: the site-limited coverage would give 0.330/(0.25 × 28) ≈ 0.047 nm per cycle. Real hydroxyl groups are not placed completely at random, and one molecule may react with more than one of them, so the 41% is the size of the effect in this model, not a correction to apply to data.

Q: And if adsorbed molecules can move?

A: Then irreversible adsorption no longer describes the surface. Molecules that shift can merge small gaps into usable ones, and the coverage can pass θ_J. With an attempt frequency kT/h, a molecule makes on average at least one hop during the pulse if its barrier is below

E = kT ln[(kT/h) × (pulse time)] = 1.32 eV

at 523 K and 0.5 s. For barriers well above this, the frozen picture is reasonable within one pulse.

Q: So for a growth estimate I may still use R², provided I call it an approximation.

A: Yes, as a stand-in for θ_J, when the footprint is uncertain by more than a fraction of a per cent, as it is here. Neither number is a growth estimate if too few sites or too small a dose stops adsorption well short of jamming, or if adsorbed molecules move. With the site density assumed above, the model is limited by its sites, so neither number applies. The site-limited coverage of 0.330 is no general substitute, because it rests on sites placed completely at random. What you may not do is use R² as the known limit against which a simulation of random adsorption is checked. A correct program run to jamming should miss it by 0.003. The main computed values are collected in the numerical output below.

Table of computed values

```
Renyi constant R, kinetic integral: 0.7475979
Renyi constant R, recursion slope: 0.7475979
Palasti value R^2: 0.558903
simulated boxes: 12 of side 200 square sides
simulated jamming coverage: 0.56194 +- 0.00019
excess over R^2: 0.00303
excess in standard errors: 16.1
excess relative to R^2: 0.54 %
strip process coverage: 0.55898 +- 0.00061
lattice 4x4: line M = 5/3, M^2 = 25/9 = 2.77778
lattice 4x4: plane mean = 2.83704
lattice 5x5: line M = 2, M^2 = 4 = 4.00000
lattice 5x5: plane mean = 4.00000
lattice 6x6: line M = 37/15, M^2 = 1369/225 = 6.08444
lattice 6x6: plane mean = 6.14103
4x4 exact plane mean: 383/135
4x4 first at centre, edge, corner: 1, 8/3, 52/15
theta at tau = 0.07: simulated 0.06141, series 0.06151
tau = 10: deficit 0.06634, tau*deficit 0.663 +- 0.004
tau = 100: deficit 0.01488, tau*deficit 1.488 +- 0.018
tau = 1000: deficit 0.00255, tau*deficit 2.550 +- 0.073
footprint side: 0.5 nm; temperature: 523 K
pressure: 0.1 Torr; pulse: 0.5 s
reaction probability: 0.01; molar mass: 355 g/mol
Hf density of film: 28 per nm3
jammed density, simulation: 2.2478 per nm2
jammed density, from R^2: 2.2356 per nm2
growth per cycle, simulation: 0.08028 nm
growth per cycle, from R^2: 0.07984 nm
impingement flux: 8.152e+04 per nm2 per s
dose tau: 101.9 attempts per footprint
coverage after dose: 0.5472 (-2.6 %)
anchoring sites: 4.0 per nm2, tau = 1.00
site-limited coverage: 0.3297 (-41.3 %)
same, fixed sites struck repeatedly: 0.3317
density change for 5 % longer side: -9.3 %
squares at tau = 100, main simulation: 0.5471
squares at tau = 100, plain rejection: 0.5498
equal-area discs at tau = 100: 0.5247
barrier for one hop per pulse: 1.32 eV
```
